# Why Complete Regrowth of Amorphized Silicon Leaves Excess Interstitials Behind

A silicon wafer is implanted with germanium until its top 50 nm are amorphous. It is then heated to 873 K, and the crystal below acts as a seed: the amorphous-crystalline interface moves up to the surface, leaving crystal behind it. Since the whole amorphous layer has recrystallized, it is tempting to conclude that the implant damage is gone. The conclusion would follow if all the damage had been in that layer and it regrew without defects. The question is what lies on the other side of the original boundary, where the silicon was damaged but never became amorphous.

## A counter-example

Depth \(x\) is measured inward from the surface, and \(d\) is the original boundary depth. Lengths are in nm, energies in eV and temperatures in K. In the algebra temperature appears as the energy \(k_BT\), so the formulas keep their form in atomic units. The material parameters are rough typical values.

**The boundary.** The dose is \(\phi=10\ \mathrm{nm^{-2}}\) (\(10^{15}\ \mathrm{cm^{-2}}\)). Each ion spends about 22000 eV on displacing atoms. With a displacement energy of 15 eV, the usual estimate of the number of vacancy-interstitial pairs is \(0.8\times22000/(2\times15)=587\) per ion. The density \(V(x)\) of vacancies created is taken as a Gaussian with mean \(\mu=18\) nm, standard deviation \(\sigma=12\) nm and area \(N_p=5867\ \mathrm{nm^{-2}}\). Its peak is

\[
V_{\max}=\frac{N_p}{\sigma\sqrt{2\pi}}=195\ \mathrm{nm^{-3}} .
\]

This exceeds the site density \(N=50\ \mathrm{nm^{-3}}\) because \(V\) counts every displacement during the implant, and an atom can be displaced repeatedly.

Let silicon become amorphous where \(V\) exceeds 10% of the site density, or \(5.00\ \mathrm{nm^{-3}}\). The surface also lies above this threshold, so the amorphous layer reaches it. Solving \(V(d)=5.00\ \mathrm{nm^{-3}}\) on the deep side gives

\[
d=\mu+\sigma\sqrt{2\ln(195/5.00)}=18+12\times2.71=50.5\ \mathrm{nm}.
\]

**The excess.** A displaced atom leaves a vacancy at \(x\) and comes to rest at \(x+s\). Let \(s\) be Gaussian, independent of \(x\), with mean \(\lambda=0.5\) nm and standard deviation \(\tau=1.0\) nm. The mean is positive because the ions push atoms inward. The sum of two independent Gaussian variables is Gaussian; means and variances add. Interstitials are therefore created with mean depth \(\mu+\lambda\) and variance \(\sigma^2+\tau^2\). With \(\Phi\) the cumulative normal distribution, the number of interstitials minus vacancies below \(d\), per area, is

\[
Q_{\rm rec}=N_p\left[\Phi\!\left(\frac{\mu+\lambda-d}{\sqrt{\sigma^2+\tau^2}}\right)-\Phi\!\left(\frac{\mu-d}{\sigma}\right)\right]
=23.18-19.91=3.27\ \mathrm{nm^{-2}} .
\]

Sampling individual vacancy positions and displacements from the same distributions gave \(3.31\pm0.07\ \mathrm{nm^{-2}}\) (one standard error).

Some germanium ions also stop below \(d\). For a Gaussian range distribution with mean 28 nm and standard deviation 10 nm, their number is \(10\,\Phi((28-d)/10)=0.12\ \mathrm{nm^{-2}}\). If each takes a lattice site, it adds one surplus atom. The total is

\[
Q=3.27+0.12=3.39\ \mathrm{nm^{-2}}=3.4\times10^{14}\ \mathrm{cm^{-2}} .
\]

Recombination does not remove this surplus, since it consumes one interstitial for each vacancy. It can remove nearly all the vacancies if defects can find partners over a wide enough area: in the sampled recoils, pairing within slabs 1 nm thick and 1000 nm\(^2\) in area left only 0.003 unpaired vacancies per unpaired interstitial. Pairing restricted to smaller areas would leave more.

**Capture or escape.** The interface moves at

\[
v=5\times10^{15}\,e^{-2.7/(k_BT)}\ \mathrm{nm/s}=1.29\ \mathrm{nm/s}
\]

at 873 K, so regrowth takes \(50.5/1.29=39\) s. Interstitials are not frozen in place meanwhile. With a rough diffusivity \(D_I=10^{12}e^{-1.2/(k_BT)}\ \mathrm{nm^2/s}\), the length \(\sqrt{D_It}\) is about 2100 nm. They can remain only if something binds them; in this model they bind to one another.

Treat the early clusters as absorbing spheres of radius \(r\) and density \(n_t\). Around one sphere the steady concentration is \(c(\rho)=c_\infty(1-r/\rho)\), which vanishes at \(\rho=r\). The inward flow is \(4\pi r^2D_Ic'(r)=4\pi rD_Ic_\infty\), so, when the spheres are far apart compared with their radius, a free interstitial is captured at the rate \(k=4\pi rD_In_t\).

Let \(\pi(y)\) be the probability that an interstitial starting a distance \(y\) below the boundary reaches the interface uncaptured. The interface is held at \(d\) and absorbs perfectly; for given traps this overestimates the loss, because the real interface recedes. In a short time \(\delta t\) the interstitial survives with probability \(1-k\,\delta t\) and moves by \(\delta y\), with \(\langle\delta y\rangle=0\) and \(\langle\delta y^2\rangle=2D_I\delta t\). Hence

\[
\pi=(1-k\,\delta t)(\pi+D_I\pi''\delta t)
\quad\Rightarrow\quad D_I\pi''=k\pi
\]

to first order in \(\delta t\). With \(\pi(0)=1\) and \(\pi(\infty)=0\),

\[
\pi(y)=e^{-y/\ell},\qquad \ell=\sqrt{D_I/k}=(4\pi rn_t)^{-1/2}.
\]

The excess lies on average 4.08 nm below the boundary. With ten atoms per early cluster, a representative uniform trap density is \(3.39/(4.08\times10)=0.083\ \mathrm{nm^{-3}}\). For ten-atom clusters this is a high estimate, since it counts the whole excess as already clustered and extends the traps uniformly to all depths; fewer traps would mean a larger loss. Smaller early clusters would give more traps and a smaller loss, so the estimate can err in either direction. For \(r=0.5\) nm it gives \(\ell=1.38\) nm. At this density the spheres are only a few radii apart, so the formula for \(k\) is approximate and somewhat underestimates capture. Weighting the excess profile with \(1-e^{-y/\ell}\) leaves

\[
Q_c=2.58\ \mathrm{nm^{-2}}=2.6\times10^{14}\ \mathrm{cm^{-2}}
\]

in clusters, 76% of the original excess. The rest reaches the interface.

**Release during regrowth.** Clusters can emit what they have captured. Let \(E_f\) be the formation energy of a free interstitial and \(\varepsilon\) the energy of a cluster per added interstitial, both relative to perfect crystal. Putting \(n\) atoms from the cluster on \(M\) interstitial positions changes the free energy by

\[
\Delta F=n(E_f-\varepsilon)-k_BT\ln\frac{M!}{n!(M-n)!}.
\]

By Stirling's formula, \(\partial\Delta F/\partial n=0\) gives \(E_f-\varepsilon=k_BT\ln[(M-n)/n]\). For \(n\ll M\), therefore, \(n/M=e^{-(E_f-\varepsilon)/k_BT}\). Perfect crystal corresponds to \(\varepsilon=0\). Clusters thus maintain the equilibrium concentration \(C_I^*\) multiplied by

\[
S=e^{\varepsilon/k_BT}.
\]

Vibrational entropy differences are neglected here.

If the interface holds the concentration at \(C_I^*\) a distance \(L\) away, the steady linear profile carries the flux

\[
j=\frac{K}{L},\qquad K=D_IC_I^*(S-1).
\]

Apart from a correlation factor of order one, neglected here, the product \(D_IC_I^*\) is \(N\) times the interstitial part of the self-diffusion coefficient, taken as \(2\times10^{17}e^{-4.9/(k_BT)}\ \mathrm{nm^2/s}\). As the interface recedes, \(L=L_0+vt\), and the loss by the end of regrowth is

\[
\int_0^{d/v}\frac{K\,dt}{L_0+vt}=\frac{K}{v}\ln\!\left(1+\frac{d}{L_0}\right).
\]

The steady profile is justified when \(vL/D_I\ll1\); at the end of regrowth this ratio is \(6\times10^{-4}\).

For {311} defects, which are rod-like interstitial clusters, take \(\varepsilon=0.7\) eV. Then \(S=1.1\times10^4\) and \(K=5.7\times10^{-6}\ \mathrm{nm^{-1}s^{-1}}\). With \(L_0=4.08\) nm the loss is

\[
\frac{5.7\times10^{-6}}{1.29}\ln\!\left(1+\frac{50.5}{4.08}\right)=1.1\times10^{-5}\ \mathrm{nm^{-2}} ,
\]

negligible beside 2.58. Less stable clusters with \(\varepsilon=1.2\) eV would lose \(0.009\ \mathrm{nm^{-2}}\), still below 1% of the captured amount. The loss grows as \(e^{\varepsilon/k_BT}\), a factor of about 3.8 per 0.1 eV at 873 K: the same formula gives 18% at \(\varepsilon=1.5\) eV and about half near 1.6 eV, so survival requires clusters more stable than that. In this model, with the assumed trap density, the amorphous layer has regrown completely and most of the excess is still below its original boundary. A much lower trap density would let most of the excess escape.

## The correct general statement

Consider a fixed lattice plane at the original boundary \(d\), with crystal below it throughout. Let \(J\) be the net number of host atoms carried inward across the plane by recoils, \(A\) the number of implanted ions on lattice sites below it, and \(R\) the net number of interstitials, minus vacancies, lost from below it by diffusion. All are per area. Then the numbers of interstitials and vacancies below the plane satisfy

\[
\boxed{\,n_I-n_V=J+A-R\,}
\]

whatever happens to the crystal structure above. If \(R<J+A\), interstitials must remain after complete regrowth.

**Proof.** Let there be \(M\) original lattice sites below the plane, all initially filled with host atoms, and let \(H\) of them hold host atoms at the end. First set \(R=0\). There are \(M+J\) host atoms below the plane, and those not on sites are self-interstitials:

\[
n_I=M+J-H .
\]

Sites holding neither a host atom nor an ion are vacant:

\[
n_V=M-H-A .
\]

Subtraction gives \(n_I-n_V=J+A\). Recombination lowers \(n_I\) and \(n_V\) by one each, and clustering changes neither, provided atoms in interstitial clusters and loops are still counted relative to the original sites. Diffusion out of the region lowers the difference by \(R\). Crystallization above the plane changes none of the quantities on the right unless atoms or defects cross the plane. Since \(n_V\ge0\), it follows that \(n_I\ge J+A-R\). \(\square\)

The regrown layer can be perfect because its upper surface is free to move. Before diffusion losses, the layer in the example has lost 3.27 host atoms per nm² and gained \(10-0.12=9.88\) ions. At unchanged site density its surface rises by \((9.88-3.27)/50=0.13\) nm. Sputtering of two atoms per ion would lower it by 0.40 nm. A surplus or deficit of atoms in the layer becomes a change of height; it does not draw the interstitials out of the crystal below.

## What sets the size of the excess

The recoil part can be found without assuming Gaussians. Let \(p(s)\) be any normalized displacement distribution independent of depth, and let \(F'=V\). Interstitials are created with density \(\int p(s)V(x-s)\,ds\). Because \(\int p\,ds=1\),

\[
\begin{aligned}
J&=\int_d^\infty\!dx\int p(s)\,[V(x-s)-V(x)]\,ds\\
&=\int p(s)\left[\int_{d-s}^\infty V\,dx-\int_d^\infty V\,dx\right]ds\\
&=\int p(s)\,[F(d)-F(d-s)]\,ds .
\end{aligned}
\]

The second line shifts the integration variable in the first term. When \(V\) varies slowly over a recoil length, \(F(d-s)=F(d)-sV(d)+\tfrac12s^2V'(d)-\dots\), and so

\[
J\simeq V(d)\langle s\rangle-\tfrac12V'(d)\langle s^2\rangle .
\]

The first term is the forward push. The second is positive where damage falls with depth: more atoms start above the plane than below it, so even symmetric displacements carry a net number inward. If damage rises with depth at the plane, or if recoils are directed outward on average, a term changes sign and the excess may vanish or become a vacancy excess.

For the example \(V'(d)=-V(d)(d-\mu)/\sigma^2=-1.13\ \mathrm{nm^{-4}}\) and \(\langle s^2\rangle=\lambda^2+\tau^2=1.25\ \mathrm{nm^2}\). The terms are \(5.00\times0.5=2.50\) and \(\tfrac12\times1.13\times1.25=0.70\ \mathrm{nm^{-2}}\). Their sum, 3.20, is 2% below the closed-form value. With \(\lambda=0\) and everything else fixed, the closed form still gives an excess of \(0.57\ \mathrm{nm^{-2}}\).

The expansion also shows why a larger dose is no remedy in this model. It moves the boundary, but \(V(d)\) remains at the threshold. With the profile shapes and threshold fixed, raising the dose from 3 to 30 nm\(^{-2}\) moves \(d\) from 44.6 to 55.0 nm, while \(Q\) changes from 3.26 to 3.50 nm\(^{-2}\). The small rise comes mainly from the gradient term, which is proportional to \(d-\mu\) and grows from 0.58 to 0.80 nm\(^{-2}\).

## A later, hotter anneal

Surviving regrowth does not mean surviving every anneal. After regrowth the nearest sink is the surface, at \(L=50.5+4.1=54.6\) nm. A constant flux \(K/L\) exhausts the clusters in

\[
t_{\rm diss}=\frac{Q_cL}{K}.
\]

Suppose the wafer spends 1 s at 1323 K. If all the captured atoms were in {311} defects, \(t_{\rm diss}\) would be 0.14 s, and they would dissolve. If all were in dislocation loops, with \(\varepsilon=0.2\) eV, it would be 14 s, and about 7% would be lost. The outcome depends on the kind of defect formed before the hot step; this calculation does not follow the conversion of one into the other.

Regrowth and dissolution also respond differently to temperature. Growth has an activation energy of 2.7 eV. For \(S\gg1\), \(K\) is proportional to \(e^{-(4.9-\varepsilon)/k_BT}\), which gives 4.2 eV for {311} defects. Lowering the temperature thus slows dissolution more than regrowth. At 873 K the loss computed above is negligible when regrowth ends, so a finished regrowth does not show that the interstitial defects have dissolved.

## How far the numbers apply to real wafers

The dose, the layer thickness and the two temperatures are in the range used for germanium preamorphization followed by regrowth and a spike anneal. Defects just below the original boundary are well known there as end-of-range defects. The value of \(Q\) is an estimate of size, since the recoil lengths and the threshold are model inputs. Changing one input at a time, a threshold of 5% or 20% gives \(Q=1.7\) or \(6.6\ \mathrm{nm^{-2}}\), and a mean recoil of 1 nm gives a recoil excess of \(6.3\ \mathrm{nm^{-2}}\). The mean recoil may well be smaller than assumed: binary-collision cascades for germanium of about 30 keV give a mean forward displacement nearer 0.16 nm, for which the expansion gives \(J\simeq0.80+0.58=1.4\ \mathrm{nm^{-2}}\), less than half the value in the example. Real damage tails need not be Gaussian: an exponential tail with a decay length of 8 nm and the same \(V(d)\) lowers the recoil excess from 3.3 to \(2.9\ \mathrm{nm^{-2}}\). Real implants also anneal partly while they proceed, so a fixed threshold on all displacements created is a simplification; if more displacements are needed to amorphize, \(V(d)\) and the estimated excess rise. The capture fraction and dissolution times depend further on the assumed cluster sizes and energies. The atom balance does not depend on these choices, but how much of the excess escapes does. The numerical output below lists the inputs and results.

## Values computed for the example and the checks

```
Si site density: 49.97 nm^-3
Ge dose: 10.0 nm^-2 = 1.0e+15 cm^-2
ion depth mean, sd: 28, 10 nm
damage depth mean, sd: 18, 12 nm
damage energy per ion: 22000 eV
displacement energy: 15 eV
Frenkel pairs per ion: 587
threshold: 0.10 of sites, 5.00 nm^-3
recoil mean, sd: 0.5, 1.0 nm
boundary depth: 50.5 nm
vacancies created below boundary: 19.91 nm^-2
mean-recoil term: 2.50 nm^-2
damage-gradient term: 0.70 nm^-2
recoil excess, closed form: 3.269 nm^-2
recoil excess, sampled: 3.307 nm^-2
sampling standard error: 0.072 nm^-2
unpaired vacancies/interstitials: 0.0030
ions below boundary: 0.123 nm^-2
total excess: 3.39 nm^-2 = 3.39e+14 cm^-2
mean distance below boundary: 4.08 nm
dose 3 nm^-2: d 44.6 nm, Q 3.26 nm^-2
dose 10 nm^-2: d 50.5 nm, Q 3.39 nm^-2
dose 30 nm^-2: d 55.0 nm, Q 3.50 nm^-2
surface height change, no sputter: +0.132 nm
capture radius: 0.5 nm
atoms per early cluster: 10
trap density: 0.083 nm^-3
capture length: 1.38 nm
captured: 2.58 nm^-2 = 2.58e+14 cm^-2
captured fraction: 0.762
regrowth: 873 K, 1.29 nm/s, 39 s
growth law: 5e+15 nm/s, 2.7 eV
self-diffusion: 2e+17 nm^2/s, 4.9 eV
mobile I: 1e+12 nm^2/s, 1.2 eV
free diffusion length: 2147 nm
energies 311, loop, small: 0.7, 0.2, 1.2 eV
311 supersaturation at 873 K: 1.10e+04
311 loss during regrowth: 1.1e-05 nm^-2
small-cluster loss in regrowth: 8.7e-03 nm^-2
spike: 1323 K for 1.0 s
311 dissolution time in spike: 0.14 s
loop dissolution time in spike: 13.7 s
loop fraction lost in spike: 0.073
Q at threshold 0.05: 1.73 nm^-2
Q at threshold 0.20: 6.64 nm^-2
recoil excess with zero mean: 0.57 nm^-2
recoil excess with mean 1 nm: 6.29 nm^-2
recoil excess, 8 nm exp. tail: 2.91 nm^-2
damage Gaussian above surface: 0.067
sputter loss at yield 2: 0.40 nm
loop loss into bulk in spike: 2.2e-03 nm^-2
speed*gap/diffusivity: 6.0e-04
```
